# Extracting Schottky diode parameters: Norde, Cheung and Lambert-W fitting compared

A metal contact on a semiconductor is swept in forward bias. On a logarithmic scale its current may rise along a nearly straight line at first; at higher bias it bends over because part of the voltage drops in the bulk and the leads. Three numbers are wanted from this one curve: the barrier $\phi$, the ideality $n$ and the series resistance $R$. The obvious scheme is to fit the straight part and read $R$ from the bend. Whether there is a straight part depends on the diode.

## The current law and the failure of the straight line

Set $\hbar=m_e=e=1$ and $t=kT$. Voltages are then energies, quoted in eV. Currents are quoted as $\hbar I/e$, also in eV, and resistances in units of $\hbar/e^2$. Let $m$ be the effective mass and $S$ the contact area. For $\phi\gg t$, electrons that cross the barrier follow Boltzmann statistics, and their flux is

$$\frac{I_s}{S}=\frac{2e^{-\phi/t}}{(2\pi)^3}\int_0^\infty\!\frac{k_x}{m}e^{-k_x^2/2mt}dk_x\left(\int_{-\infty}^{\infty}\!e^{-k^2/2mt}dk\right)^2 .$$

The first integral is $t$ and the squared one is $2\pi mt$, so

$$I_s=Ke^{-\phi/t},\qquad K=\frac{Smt^2}{2\pi^2}.$$

Forward bias multiplies the flux out of the semiconductor by a Boltzmann factor and leaves the opposite flux unchanged. The junction receives $V-IR$, and the ideality enters as an empirical constant:

$$I=I_s\left[e^{(V-IR)/(nt)}-1\right]\;\Longleftrightarrow\; V=nt\ln(1+I/I_s)+IR. \tag{1}$$

Differentiating with $d/d\ln I=I\,d/dI$ gives the quantity on which all the methods rest:

$$D\equiv\frac{dV}{d\ln I}=\frac{nt\,I}{I+I_s}+IR. \tag{2}$$

A straight-line fit takes $D=nt$. The two corrections, of relative size $I_s/I$ and $IR/(nt)$, have opposite signs and cancel near the single current $I=\sqrt{I_snt/R}$. For $D$ to stay close to $nt$ over an extended range of bias, both must be small.

Take two synthetic diodes at 300 K, where $t=0.025852$ eV, with area $10^{12}$ Å$^2$ and the free-electron mass. Diode A has $\phi=0.70$ eV, $n=1.10$, $R=0.005$ (20.5 ohm). Diode B has $\phi=0.60$ eV, $n=1.30$, $R=0.05$ (205 ohm). Their saturation currents are $7.73\times10^{-6}$ and $3.70\times10^{-4}$ eV.

If each correction is to stay below 1 %, the current must lie between $100I_s$ and $0.01\,nt/R$. For A this is the range from $7.7\times10^{-4}$ to $0.057$ eV. It spans about $nt\ln 74\approx0.12$ eV of bias. For B the lower limit is $0.037$ eV and the upper one $0.0067$ eV, so no such range exists. The corrections cancel near $I=0.016$ eV, where each is about 2 %, but $D$ stays within 1 % of $nt$ over only about 0.015 eV of bias. The methods below use the bend instead of avoiding it.

## Norde: turning the bend into a minimum

Norde's idea is to subtract the logarithm of the current from a line of chosen slope:

$$F(V)=\frac V\gamma-t\ln\frac IK,\qquad \frac{dF}{dV}=\frac1\gamma-\frac tD .$$

$F$ is stationary where $D=\gamma t$. From (2), $dD/dI=ntI_s/(I+I_s)^2+R>0$, and $D$ runs from zero to infinity. The slope of $F$ therefore changes sign once, from negative to positive, which makes a single minimum.

Suppose $\gamma>n$ and $I_m\gg I_s$ at the minimum. Then $nt+I_mR=\gamma t$, or

$$I_mR=(\gamma-n)t. \tag{3}$$

In the same regime (1) gives $t\ln(I_m/K)=(V_m-I_mR)/n-\phi$. Inserting this and (3) into $F$ and solving for the barrier yields

$$\phi=F_m+\left(\frac1n-\frac1\gamma\right)V_m-\frac{(\gamma-n)t}{n}. \tag{4}$$

One minimum supplies two numbers, $V_m$ and $I_m$, for three unknowns. The one-$\gamma$ method closes the gap by setting $n=1$, which gives $\phi_N=F_m+(1-1/\gamma)V_m-(\gamma-1)t$. Subtracting (4),

$$\phi_N-\phi=\left(1-\frac1n\right)V_m-(\gamma-1)t+\left(\frac\gamma n-1\right)t=\left(1-\frac1n\right)(V_m-\gamma t).$$

The assumed resistance is $R_N=(\gamma-1)t/I_m$, so (3) gives $R_N/R=(\gamma-1)/(\gamma-n)$.

For A with $\gamma=2$ the minimum lies at $V_m=0.4017$ eV. The barrier bias is $0.0909\times(0.4017-0.0517)=0.0318$ eV, and $R$ comes out 11 % too high. For B the same formula gives $0.2308\times(0.2496-0.0517)=0.0457$ eV, and $R$ is 43 % too high. These errors are present without any noise.

The choice of $\gamma$ carries a trap. If $\gamma$ lies clearly below $n$, a minimum still exists, but for $I_sR\ll nt$ the term $IR$ plays almost no part in it. Equation (2) then gives $nI/(I+I_s)\approx\gamma$, or $I\approx\gamma I_s/(n-\gamma)$. For B with $\gamma=1$ this predicts $I/I_s=3.33$, and the minimum is found at 3.30, at a bias of 0.049 eV. It says nothing useful about $R$.

## A second minimum removes the bias

With two values $\gamma_1<\gamma_2$, both above $n$, equation (3) holds twice. Subtracting the two relations gives $R$; dividing them gives $I_2(\gamma_1-n)=I_1(\gamma_2-n)$ and hence $n$:

$$R=\frac{(\gamma_2-\gamma_1)t}{I_2-I_1},\qquad n=\frac{\gamma_1I_2-\gamma_2I_1}{I_2-I_1}.$$

For A, $\gamma=2$ and $4$ give $I_1=4.6534$ and $I_2=14.9942$ eV. Then $R=0.051704/10.3408=0.00500$ and $n=(29.9884-18.6136)/10.3408=1.100$. With $F_m=0.5568$ eV, equation (4) returns $0.5568+0.1643-0.0212=0.700$ eV.

The price is sensitivity to noise, because a minimum is flat. Differentiating once more, with $dD/dV\approx IR/D$ for $I\gg I_s$, gives

$$F''(V_m)=\frac{t}{D^2}\frac{dD}{dV}=\frac{t}{(\gamma t)^2}\,\frac{(\gamma-n)t}{\gamma t}=\frac{\gamma-n}{\gamma^3t}.$$

For A this falls from 4.35 to 1.75 per eV when $\gamma$ goes from 2 to 4.

Suppose the located minimum moves by $\delta V_m$ along the curve. There $\delta\ln I=\delta V_m/D=\delta V_m/(\gamma t)$. Since $\phi_N=V_m-t\ln(I_m/K)-(\gamma-1)t$,

$$\delta\phi_N=\left(1-\frac1\gamma\right)\delta V_m,\qquad \frac{\delta R_N}{R_N}=-\frac{\delta V_m}{\gamma t}.$$

To measure such effects, each diode is sampled from 0.05 to 0.70 eV in steps $h=0.01$ eV. The voltage is exact, and $\ln I$ carries independent Gaussian noise of standard deviation $\sigma=0.005$. Minima are located by a cubic fitted to 13 neighbouring points. Over 600 traces of A, $\phi_N$ scatters by 0.0003 eV about a value that is 0.032 eV too high: repeatability here says nothing about accuracy.

In the two-$\gamma$ method the barrier inherits the error of $n$. At fixed $V_m$ and $F_m$, (4) gives $\partial\phi/\partial n=-(V_m-\gamma t)/n^2$, which is $-0.289$ eV for A. The observed scatter of 0.0225 in $n$ thus accounts for about 0.0065 eV in $\phi$; the observed value is 0.0067 eV. The large bias has been exchanged for a larger scatter.

## Cheung: using the whole bend

Two minima use only two neighbourhoods of the curve. For $I\gg I_s$, (2) is a straight line in $I$, and every point on the bend can contribute:

$$\frac{dV}{d\ln I}=nt+IR .$$

The slope is $R$ and the intercept $nt$. The barrier follows from a second line, obtained by writing $\ln(I/I_s)=\ln(I/K)+\phi/t$ in (1):

$$H\equiv V-nt\ln\frac IK=n\phi+IR .$$

For noise-free A, with points from 0.30 eV upward, the intercepts are 0.02840 and 0.7695 eV. They give $n=0.02840/0.025852=1.099$ and $\phi=0.7695/1.099=0.700$ eV.

The second line depends on the first. If it is built with $n'=n+\delta n$, then

$$H'=n\phi+IR-\delta n\,t\ln\frac IK=n'\phi+IR-\delta n\,t\ln\frac I{I_s}.$$

Let $b$ be the intercept of the straight line fitted to $\ln(I/I_s)$ against $I$. Fitting is linear in the data, so the intercept of $H'$ is $n'\phi-\delta n\,tb$, and

$$\phi'-\phi=-\frac{\delta n\,t\,b}{n'} .$$

For A, $b=12.5$. An ideality too high by 0.05 lowers the barrier by $0.05\times0.02585\times12.54/1.15=0.0141$ eV.

## What the derivative does to noise

The weak point is now $n$, the intercept of an unweighted line through numerical derivatives. Let $u=IR$ and $g=\ln I$. For $I\gg I_s$, $g'=1/D$ and $du/dV=dD/dV=u/D$, so

$$g''=-\frac u{D^3},\qquad g'''=-\frac u{D^4}+\frac{3u^2}{D^5}=\frac{u(2u-nt)}{D^5}.$$

A central difference returns $g'+h^2g'''/6$ to leading order. Its reciprocal is therefore $D-h^2u(2u-nt)/(6D^3)$. A smaller step reduces this error, but noise behaves in the opposite way. The difference of two noisy logarithms is $2h/D+\eta$, where $\eta$ has variance $2\sigma^2$. Hence

$$\hat D=\frac{2h}{2h/D+\eta}=D(1-r+r^2-\dots),\qquad r=\frac{\eta D}{2h},\quad \langle r^2\rangle=\frac{\sigma^2D^2}{2h^2}.$$

To leading order the estimate scatters by $\sigma D^2/(\sqrt2\,h)$, and its mean is too high by $\sigma^2D^3/(2h^2)$.

For A at 0.6 eV, where $D=0.194$ eV, these are 0.0133 and 0.00091 eV; sampling gives 0.0136 and 0.00094 eV. Doubling $h$ halves the scatter and divides the shift by about four, at the cost of four times the truncation error.

The shift grows as $D^3$, so it lifts the high-current end of Cheung's line most and raises the slope. Fitting a line to the predicted shift gives an increase in $R$ of 0.86 % for A and 2.2 % for B; the traces show 0.87 % and 2.3 %. The intercept falls. For B the mean ideality is 0.084 too low with a scatter of 0.15, and the barrier is 0.018 eV too high with a scatter of 0.032 eV. Half a percent of current noise has become an error of more than ten percent in $n$.

## Fitting the current itself

A direct remedy is to compare currents with currents and differentiate no data. This requires (1) to be solved for $I$. Define $a=I_sR/(nt)$ and $x=(I+I_s)R/(nt)$. Since $IR/(nt)=x-a$, multiplying $I+I_s=I_se^{(V-IR)/(nt)}$ by $R/(nt)$ gives

$$x=a\,e^{V/(nt)+a-x}\;\Rightarrow\;xe^x=a\,e^{a+V/(nt)} .$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$I=\frac{nt}{R}\,W\!\left(a\,e^{a+V/(nt)}\right)-I_s .$$

To avoid overflow of the exponential, one evaluates $W(e^y)$ directly from $y=\ln a+a+V/(nt)$, as the Wright omega function of $y$.

The three parameters are chosen to minimize the sum of squared differences in $\ln I$. For independent Gaussian noise of equal size in $\ln I$ this is the maximum-likelihood fit. Using $\ln n$ and $\ln R$ as fit variables keeps both quantities positive. All fits here start from $\phi=0.65$ eV, $n=1.2$, $R=0.02$.

The fit needs the sensitivities of $\ln I$ at fixed $V$. Differentiating (1) with respect to a parameter $p$ gives $0=(\partial V/\partial p)_I+D\,\partial\ln I/\partial p$. For the barrier, $dI_s/d\phi=-I_s/t$ leads to $(\partial V/\partial\phi)_I=nI/(I+I_s)$. Therefore

$$\frac{\partial\ln I}{\partial\phi}=-\frac{nI}{(I+I_s)D},\quad \frac{\partial\ln I}{\partial n}=-\frac{t\ln(1+I/I_s)}{D},\quad \frac{\partial\ln I}{\partial R}=-\frac ID .$$

Let these form the columns of a matrix $J$, one row per voltage. For small noise $\varepsilon$ the least-squares shift is $(J^TJ)^{-1}J^T\varepsilon$, whose covariance is $\sigma^2(J^TJ)^{-1}$. This is also the Cramér-Rao limit, the smallest covariance an unbiased estimator can have under this noise model.

The traces agree with it within sampling error. For A the scatter is 0.00006 eV in $\phi$, 0.0003 in $n$ and 0.13 % in $R$; for B it is 0.00009 eV, 0.001 and 0.13 %.

Part of this gain over Cheung comes from the points at lower bias, which the Cheung fits here leave out by starting at 0.30 eV. Restricted to Cheung's window, the limit on $n$ is 0.0020 for A and 0.023 for B. Cheung's own scatter is 0.037 and 0.15. Cheung's unweighted line thus loses a factor of about 19 for A and 7 for B on the same data; the rest of the gain is the wider window. Most of the loss comes from the equal weights and not from the derivative itself: the scatter of $\hat D$ grows as $D^2$, so the points at high current are much noisier than those near the intercept, yet they count the same.

## When the better fit is the worse one

The low-bias points help only if (1) describes them. Even the form of (1) is a choice there. If the ideality comes from a barrier that rises linearly with the junction voltage $V_j=V-IR$, the law is $I=I_se^{V_j/(nt)}(1-e^{-V_j/t})$. It agrees with (1) for $V_j\gg nt$, but at 0.05 eV it lies 3 % higher for A and 10 % higher for B, far above $\sigma$. A leak does more damage still. Add to A a leak of conductance $0.004\,e^2/\hbar$ across its terminals. At 0.05 eV the leak carries $2.0\times10^{-4}$ eV, while the diode carries $7.73\times10^{-6}(e^{1.758}-1)=3.7\times10^{-5}$ eV. The measured current there is mostly leak.

Without noise, the full-window Lambert fit now misses $\phi$ by $-0.035$ eV, $n$ by $+0.17$ and $R$ by $-18$ %. Logarithmic residuals give these few small currents the same weight as the large ones. Restricting the fit to 0.30 eV and above reduces the errors to $-0.0005$ eV, $+0.0015$ and $-0.06$ %. Cheung's plot is also nearly unaffected, with an error of $-0.0002$ in $n$. That this is smaller than its error without the leak, $-0.0013$, is a partial cancellation and not a merit of the method.

The window is therefore part of the design. Residuals well above $\sigma$, or with a clear trend, show that the model fails somewhere in the window, though not necessarily where they are largest, because the fit spreads the misfit. If the parameters move by much more than their scatter when the low-bias points are cut, the model does not hold over the whole window. A leak at low bias is one possible cause; a failure at high bias, such as a resistance that changes with current, is another. Cutting those points costs precision, roughly by the ratio of the two Cramér-Rao limits, and in this example removes a much larger bias.

Errors in the assumed constants survive every choice of method and window. The current depends on $\phi$ only through $Ke^{-\phi/t}$, so a wrong prefactor $K'$ shifts the barrier by $t\ln(K'/K)$ and leaves $n$ and $R$ unchanged. A factor of two in the area or in the effective mass means $0.02585\times0.693=0.018$ eV, about 300 times the statistical scatter of the Lambert fit for A. A wrong temperature is just as invisible, because the curve fixes only $nt$, $I_s$ and $R$. Assuming a temperature 1 K too low, with $K\propto t^2$, raises $n$ by 0.3 % and lowers the barrier of A by $(\phi+2t)/300=0.0025$ eV. The quoted scatter is thus the uncertainty of the barrier for a known prefactor and temperature, not of the barrier itself. The numerical output below gives the errors of each method for both diodes.

## Numbers as computed

```
thermal energy kT = 0.025852 eV at 300 K
hbar^2/m = 7.61996 eV angstrom^2; area = 1.0e+12 angstrom^2
emission prefactor K = 4.44330e+06 eV
current of 1 eV = 2.43413e-04 A; hbar/e^2 = 4108.236 ohm
grid 0.05 to 0.70 eV, step 0.01 eV; noise 0.5 %; 600 traces
A gamma=2: Vm 0.40171 eV, Fm 0.55682 eV, Im 4.65337 eV, F'' 4.352 /eV
A gamma=4: Vm 0.48668 eV, Fm 0.44739 eV, Im 14.99416 eV, F'' 1.753 /eV
A true: phi 0.70 eV, n 1.10, R 0.005 hbar/e^2 = 20.54 ohm
A Is = 7.7308e-06 eV = 1.8818e-09 A
A Norde n=1 bias: found 0.03182, formula 0.03182 eV; R ratio 1.1111
A Norde 1-gamma noise-free error: phi +0.032058 eV, n -0.10000, R +10.497 %
A Norde 2-gamma noise-free error: phi +0.001762 eV, n -0.00535, R +0.039 %
A Cheung noise-free error: phi +0.000380 eV, n -0.00129, R -0.048 %
A Lambert noise-free error: phi -0.000000 eV, n +0.00000, R +0.000 %
A Norde 1-gamma mean error: phi +0.032002 eV, n -0.10000, R +10.702 %
A Norde 1-gamma spread: phi +0.000293 eV, n +0.00000, R +1.266 %
A Norde 2-gamma mean error: phi +0.001635 eV, n -0.00459, R +0.122 %
A Norde 2-gamma spread: phi +0.006746 eV, n +0.02248, R +1.957 %
A Cheung mean error: phi +0.003998 eV, n -0.01210, R +0.820 %
A Cheung spread: phi +0.011559 eV, n +0.03745, R +1.744 %
A Lambert mean error: phi -0.000002 eV, n +0.00001, R -0.005 %
A Lambert spread: phi +0.000057 eV, n +0.00031, R +0.129 %
A Cramer-Rao full window: phi +0.000057 eV, n +0.00031, R +0.135 %
A Cramer-Rao Cheung window: phi +0.000544 eV, n +0.00201, R +0.205 %
A Cheung R from H line: spread 1.565 %
A Cheung noise shift of R: predicted 0.855 %, found 0.868 %
B gamma=2: Vm 0.24964 eV, Fm 0.54676 eV, Im 0.36261 eV, F'' 3.397 /eV
B gamma=4: Vm 0.34661 eV, Fm 0.47374 eV, Im 1.39619 eV, F'' 1.632 /eV
B true: phi 0.60 eV, n 1.30, R 0.050 hbar/e^2 = 205.41 ohm
B Is = 3.6996e-04 eV = 9.0052e-08 A
B Norde n=1 bias: found 0.04573, formula 0.04568 eV; R ratio 1.4259
B Norde 1-gamma noise-free error: phi +0.045813 eV, n -0.30000, R +42.609 %
B Norde 2-gamma noise-free error: phi +0.000163 eV, n -0.00039, R -0.118 %
B Cheung noise-free error: phi +0.000806 eV, n -0.00505, R +0.017 %
B Lambert noise-free error: phi +0.000000 eV, n +0.00000, R +0.000 %
B Norde 1-gamma mean error: phi +0.045794 eV, n -0.30000, R +42.691 %
B Norde 1-gamma spread: phi +0.000374 eV, n +0.00000, R +2.075 %
B Norde 2-gamma mean error: phi +0.000295 eV, n -0.00130, R +0.042 %
B Norde 2-gamma spread: phi +0.002367 eV, n +0.01892, R +1.997 %
B Cheung mean error: phi +0.018055 eV, n -0.08392, R +2.285 %
B Cheung spread: phi +0.032025 eV, n +0.15329, R +2.937 %
B Lambert mean error: phi +0.000006 eV, n -0.00007, R +0.006 %
B Lambert spread: phi +0.000085 eV, n +0.00095, R +0.131 %
B Cramer-Rao full window: phi +0.000087 eV, n +0.00096, R +0.130 %
B Cramer-Rao Cheung window: phi +0.003479 eV, n +0.02312, R +0.512 %
B Cheung R from H line: spread 2.445 %
B Cheung noise shift of R: predicted 2.171 %, found 2.268 %
B gamma=1 false minimum: V 0.04908 eV, I/Is 3.2995
A D at 0.6 eV, h=0.01 eV: D 0.19405, sd 0.01357, shift 0.000939 eV
A D at 0.6 eV, h=0.02 eV: D 0.19371, sd 0.00668, shift 0.000235 eV
A H line with n too high by 0.05: phi error -0.01409 eV, b 12.538
A Cheung intercepts: dV/dlnI 0.02840 eV, H 0.76951 eV
A leak conductance 0.004 e^2/hbar
A leak, Lambert full window error: phi -0.035109 eV, n +0.16813, R -18.234 %
A leak, Lambert high bias error: phi -0.000453 eV, n +0.00146, R -0.060 %
A leak, Cheung error: phi +0.000027 eV, n -0.00021, R -0.067 %
```
